# Lanczos on the four-site Heisenberg ring from a Néel state

## Problem

Four spins 1/2 sit on a ring and interact with their nearest neighbours:
\[
H=J\left(\mathbf S_1\cdot\mathbf S_2+\mathbf S_2\cdot\mathbf S_3+\mathbf S_3\cdot\mathbf S_4+\mathbf S_4\cdot\mathbf S_1\right),\qquad J>0 .
\]
Each bond is counted once and spins are measured in units of \(\hbar\), so \(J\) is an energy. A basis state is written as a string of u (up) and d (down) for sites 1 to 4. The start vector is the Néel state \(|N\rangle=|udud\rangle\).

The Lanczos method builds orthonormal vectors \(q_1,q_2,\dots\) from \(q_1=|N\rangle\) by
\[
\beta_k q_{k+1}=Hq_k-\alpha_kq_k-\beta_{k-1}q_{k-1},\qquad \alpha_k=\langle q_k|H|q_k\rangle ,
\]
with \(\beta_0=0\). The number \(\beta_k\ge 0\) is the norm of the right-hand side, which is called the residual. The method stops when the residual is zero. In the basis of the \(q_k\), \(H\) is represented by a tridiagonal matrix \(T\) with the \(\alpha_k\) on the diagonal and the \(\beta_k\) beside it. All arithmetic is exact.

(a) How many vectors are produced before the method stops?

(b) What are the eigenvalues of \(T\), and are they eigenvalues of \(H\)?

(c) With what weight does the Néel state contain each of these energies?

(d) Which part of the spectrum of \(H\) does the calculation miss?

## A tempting solution

The scalar product of two spins is
\[
\mathbf S_i\cdot\mathbf S_j=S^z_iS^z_j+\tfrac12\left(S^+_iS^-_j+S^-_iS^+_j\right).
\]
On a parallel pair the second term gives zero and the first gives \(+\tfrac14\). On an antiparallel pair the first term gives \(-\tfrac14\), and the second swaps the two spins with amplitude \(\tfrac12\).

All four bonds of the Néel state are antiparallel. The diagonal part is therefore \(4\times(-J/4)=-J\), and each bond contributes one swapped state:
\[
H|N\rangle=-J|N\rangle+\tfrac J2\left(|duud\rangle+|uudd\rangle+|uddu\rangle+|dduu\rangle\right).
\]
The states in the bracket come from swapping the bonds 12, 23, 34 and 41. They are orthogonal to \(|N\rangle\) and to each other, so \(\alpha_1=-J\), and the residual has norm \(\tfrac J2\sqrt4=J\). Hence \(\beta_1=J\) and
\[
q_2=\tfrac12\left(|duud\rangle+|uudd\rangle+|uddu\rangle+|dduu\rangle\right).
\]

Now \(H\) acts on \(q_2\). Each of its four states has two parallel and two antiparallel bonds, so the diagonal part cancels and \(\alpha_2=0\). Each state was made from \(|N\rangle\) by one swap, and the same swap leads back to \(|N\rangle\) with amplitude \(J/2\). Adding four such terms gives
\[
Hq_2=\tfrac12\cdot4\cdot\tfrac J2|N\rangle=J|N\rangle=\beta_1q_1 .
\]
The residual is zero and the method stops after two vectors. The matrix
\[
T_2=J\begin{pmatrix}-1&1\\1&0\end{pmatrix}
\]
has eigenvalues \(xJ\) with \(x^2+x-1=0\), that is \(x=(-1\pm\sqrt5)/2\). The two energies would be about \(-1.618J\) and \(+0.618J\).

## Where it fails

Everything up to \(\alpha_2=0\) is right. The fault is in the list of states that \(H\) reaches from \(q_2\). A state with two antiparallel bonds has two possible swaps, and the argument followed one of them. Take \(|uudd\rangle\). Its antiparallel bonds are 23 and 41. Swapping sites 2 and 3 restores \(|udud\rangle\). Swapping sites 4 and 1 gives \(|dudu\rangle\), the other Néel state, which has not occurred before.

The slip is hard to notice because the wrong equation passes a sensible check. Since \(H\) is Hermitian, \(\langle q_1|H|q_2\rangle\) must equal \(\beta_1=J\), and it does. That check concerns the component of \(Hq_2\) along \(q_1\) and says nothing about components along new directions. To claim that the method has stopped, one must know the whole vector \(Hq_2\).

## The right solution

### The second step, completed

The two swaps of each state in \(q_2\) are as follows, with \(|N'\rangle=|dudu\rangle\).

| State | Swap giving \(\lvert N\rangle\) | Swap giving \(\lvert N'\rangle\) |
|---|---|---|
| duud | 12 | 34 |
| uudd | 23 | 41 |
| uddu | 34 | 12 |
| dduu | 41 | 23 |

Each state is thus sent to \(\tfrac J2(|N\rangle+|N'\rangle)\), with no diagonal part. The four states enter \(q_2\) with coefficient \(\tfrac12\), so
\[
Hq_2=\tfrac12\cdot4\cdot\tfrac J2\left(|N\rangle+|N'\rangle\right)=J|N\rangle+J|N'\rangle .
\]
Subtracting \(\alpha_2q_2=0\) and \(\beta_1q_1=J|N\rangle\) leaves the residual \(J|N'\rangle\). Its norm is \(J\), so
\[
\beta_2=J,\qquad q_3=|N'\rangle .
\]

### The third step

\(|N'\rangle\) is \(|N\rangle\) with all spins reversed, and \(H\) does not change under this reversal. Reversal turns duud into uddu and uudd into dduu, so it maps \(q_2\) to itself. Reversing all spins in \(H|N\rangle=-J|N\rangle+Jq_2\) therefore gives
\[
Hq_3=-Jq_3+Jq_2 .
\]
Hence \(\alpha_3=-J\), and the residual is
\[
Hq_3-\alpha_3q_3-\beta_2q_2=-Jq_3+Jq_2+Jq_3-Jq_2=0 .
\]
This time the whole vector has been accounted for. The method stops after three vectors, which answers (a).

A zero residual means that \(H\) maps the space spanned by \(q_1,q_2,q_3\) into itself. The next vector would require division by \(\beta_3=0\). If rounding errors left a tiny nonzero residual instead, normalizing it would turn those errors into a full unit vector. A calculation with rounding must therefore compare \(\beta_k\) with a tolerance.

### Eigenvalues

The matrix is
\[
T=J\begin{pmatrix}-1&1&0\\1&0&1\\0&1&-1\end{pmatrix}.
\]
Write an eigenvalue as \(xJ\) and expand the determinant along the first row:
\[
\begin{aligned}
\det(T/J-x)&=(-1-x)\left[(-x)(-1-x)-1\right]-1\cdot\left[1\cdot(-1-x)-0\right]\\
&=-(1+x)\left[x^2+x-1\right]+(1+x)\\
&=-(1+x)\left(x^2+x-2\right)\\
&=-(1+x)(x+2)(x-1).
\end{aligned}
\]
The eigenvalues are \(-2J\), \(-J\) and \(+J\).

For an eigenvector \((a,b,c)\), the first row reads \(-a+b=xa\), so \(b=(x+1)a\). The third row gives \(b=(x+1)c\) in the same way, and the second gives \(a+c=xb\).

- For \(x=-2\): \(b=-a\) and \(b=-c\), so the vector is \((1,-1,1)/\sqrt3\).
- For \(x=-1\): \(b=0\), and the second row gives \(c=-a\), so the vector is \((1,0,-1)/\sqrt2\).
- For \(x=1\): \(b=2a=2c\), so the vector is \((1,2,1)/\sqrt6\).

Each eigenvector \((a,b,c)\) of \(T\) defines a state \(v=aq_1+bq_2+cq_3\) of the four spins. Because the space is invariant, \(Hv\) has no component outside it, and \(Hv=xJv\) holds in the full 16-dimensional space. The three numbers are exact eigenvalues of \(H\), which answers (b).

### Weights

The weight of an energy \(E\) in \(|N\rangle\) is the squared length of the projection of \(|N\rangle\) onto all states with that energy. It is the probability of finding \(E\) in an energy measurement. The three states \(v_j\) are orthonormal and span a space that contains \(|N\rangle=q_1\), so
\[
|N\rangle=\sum_j\langle v_j|N\rangle\,v_j=\sum_j a_j v_j ,
\]
where \(a_j\) is the first component of eigenvector \(j\). The energies are distinct, so the projection onto level \(j\) is the single term \(a_jv_j\), even when that level contains further states. The weights are the squared first components:
\[
w(-2J)=\tfrac13,\qquad w(-J)=\tfrac12,\qquad w(+J)=\tfrac16 .
\]
They add up to 1, and this answers (c). The Néel state has energy expectation \(-J\), yet an energy measurement gives \(-J\) in half of the cases. The other half is split two to one between the ground level and the level at \(+J\).

## Why three, and what is missed

### Spin addition

Let \(\mathbf A=\mathbf S_1+\mathbf S_3\) and \(\mathbf B=\mathbf S_2+\mathbf S_4\). Multiplying out \(\mathbf A\cdot\mathbf B\) gives the four bonds of the ring, each once. With the total spin \(\mathbf S=\mathbf A+\mathbf B\),
\[
H=J\,\mathbf A\cdot\mathbf B=\tfrac J2\left(\mathbf S^2-\mathbf A^2-\mathbf B^2\right).
\]
Two spins 1/2 combine to spin 1 or spin 0. For \(A=B=1\), the energy is \(\tfrac J2[S(S+1)-4]\), which is \(-2J\), \(-J\), \(+J\) for \(S=0,1,2\). If \(A\) or \(B\) is zero, then \(\mathbf A\cdot\mathbf B\) gives zero and so does the energy.

In the Néel state, sites 1 and 3 are both up and sites 2 and 4 are both down. In the notation \(|m_A\rangle|m_B\rangle\) for two spins 1, it is \(|{+1}\rangle|{-1}\rangle\). The second Lanczos vector also has a simple form. The state of spin 1 with \(m=0\) is \((|ud\rangle+|du\rangle)/\sqrt2\). Taking it for sites 1, 3 and again for sites 2, 4 gives
\[
|0\rangle|0\rangle=\tfrac12\left(|uudd\rangle+|uddu\rangle+|duud\rangle+|dduu\rangle\right)=q_2 .
\]
Finally \(q_3=|{-1}\rangle|{+1}\rangle\). These are all the states of two spins 1 with total \(m=0\), and \(H\) conserves \(A\), \(B\) and the total \(m\). The vectors can therefore not number more than three. The eigenvectors found above are the states of total spin 0, 1 and 2 in this space, and the weights are squared Clebsch–Gordan coefficients.

The same bookkeeping gives the full spectrum. The pair \(A=B=1\) supplies 1, 3 and 5 states at \(-2J\), \(-J\) and \(+J\). The pairs \((1,0)\), \((0,1)\) and \((0,0)\) supply \(3+3+1=7\) states at zero energy. The total is 16, as it must be. This answers (d): Lanczos misses the sevenfold level at zero, on which the Néel state has no weight. It also finds one state in each level that it does reach, so it does not show the degeneracies 3 and 5.

### The counting rule

The number of Lanczos vectors can be read off from the weights for any start vector. Let the start vector be \(\sum_{j=1}^m c_j|E_j\rangle\), with \(m\) distinct energies and all \(c_j\neq0\). Here \(|E_j\rangle\) is the normalized projection onto level \(j\). As long as the method has not stopped, the first \(k\) Lanczos vectors span the same space as the start vector and its images under \(H,\dots,H^{k-1}\). All these vectors lie in the span of the \(m\) states \(|E_j\rangle\), so there are at most \(m\) independent ones.

There are also no fewer. If the first \(m\) of them were dependent, some nonzero polynomial \(p\) of degree below \(m\) would satisfy \(\sum_jc_jp(E_j)|E_j\rangle=0\). Then \(p\) would vanish at \(m\) distinct points, which is impossible for that degree. The number of Lanczos vectors equals the number of distinct energies present in the start vector. This was tested for all 16 basis states.

Two other starts show the rule at work. The state \(|uuuu\rangle\) has four parallel bonds and no swaps, so it is an eigenstate with energy \(+J\), and one vector suffices. The state \(|uudd\rangle\) again gives three vectors, but for a different set of energies. Here sites 1 and 3 are in the state \(|ud\rangle\), an equal mixture in amplitude of spin 1 and spin 0, and so are sites 2 and 4. The parts with a spin 0 have zero energy. Each pair has amplitude \(1/\sqrt2\) on its spin-1 state, so the part with two spins 1 is \(\tfrac12|0\rangle|0\rangle=\tfrac12q_2\). The components of \(q_2\) along the three normalized eigenvectors are \(-1/\sqrt3\), \(0\) and \(2/\sqrt6\), so this part carries weights \(\tfrac14\cdot\tfrac13=\tfrac1{12}\), \(0\) and \(\tfrac14\cdot\tfrac46=\tfrac16\), and the remaining \(\tfrac34\) lies at zero energy. It therefore contains \(-2J\) and \(+J\) but not \(-J\). The three energies are \(-2J\), \(0\) and \(+J\), so this start finds the level that the Néel state misses and misses one that the Néel state finds.

## Reading the numbers

Energies are now in units of \(J\) and times in units of \(\hbar/J\).

### How good was the two-vector answer?

The matrix \(T_2\) of the tempting solution is a correct intermediate result of the method. The error was to take its eigenvalues for eigenvalues of \(H\). The lowest eigenvalue with one, two and three vectors is
\[
-1,\qquad -1.618,\qquad -2 .
\]
After two vectors it lies 0.382 above the ground energy, an error of 19% relative to the size of that energy.

The method itself signals this. Let \(\theta=-1.618\), with normalized eigenvector \((s_1,s_2)\) of \(T_2\), and let \(y=s_1q_1+s_2q_2\). The part of \(Hy\) inside the two-vector space is \(\theta y\). The part outside comes from \(Hq_2\) and equals \(s_2\beta_2q_3\). Hence
\[
\|Hy-\theta y\|=\beta_2|s_2| .
\]
The first row of \(T_2\) gives \(s_2=(\theta+1)s_1=-0.618\,s_1\), so
\[
|s_2|=\frac{0.618}{\sqrt{1+0.618^2}}=0.526 ,
\]
and with \(\beta_2=1\) the residual norm is 0.526. If \(y\) is expanded in eigenstates of \(H\) with coefficients \(d_j\), the squared residual norm is \(\sum_j|d_j|^2(E_j-\theta)^2\). This is at least the squared distance from \(\theta\) to the nearest eigenvalue. Some eigenvalue must then lie within 0.526 of \(\theta\), and \(-2\) does, at distance 0.382. The tempting solution set \(\beta_2=0\) and so declared this residual to be zero.

### A check that exposes the fault

The moments \(\langle N|H^n|N\rangle\) need no eigenvalues. From the steps above,
\[
H|N\rangle=-q_1+q_2,\qquad H^2|N\rangle=-(-q_1+q_2)+(q_1+q_3)=2q_1-q_2+q_3 .
\]
The first moment is \(-1\) and the second is \(\|HN\|^2=1+1=2\). The third is the overlap of the two vectors, \(-2-1=-3\), and the fourth is \(\|H^2N\|^2=4+1+1=6\). The weights reproduce them; for the fourth,
\[
\tfrac13(-2)^4+\tfrac12(-1)^4+\tfrac16(1)^4=\tfrac{16}3+\tfrac12+\tfrac16=6 .
\]
Without \(q_3\), the first three moments are unchanged and the fourth becomes \(4+1=5\). The fourth moment is thus the first to reveal the missing vector.

### Motion of the Néel state

If the spins start in \(|N\rangle\), the amplitude to find them there again at time \(t\) is
\[
\langle N|e^{-iHt}|N\rangle=\tfrac13e^{2it}+\tfrac12e^{it}+\tfrac16e^{-it}.
\]
In the squared modulus, the squares of the weights add to \(\tfrac19+\tfrac14+\tfrac1{36}=\tfrac7{18}\). Each pair of levels adds twice the product of its weights times the cosine of the energy difference times \(t\):
\[
P(t)=\tfrac7{18}+\tfrac13\cos t+\tfrac16\cos2t+\tfrac19\cos3t .
\]
For short times, \(\cos x\approx1-x^2/2\) gives \(P\approx1-\tfrac12\left(\tfrac13+\tfrac46+1\right)t^2=1-t^2\). The coefficient of \(t^2\) is the energy variance \(2-(-1)^2=1\), which is also \(\beta_1^2\).

At \(t=\pi\),
\[
P=\tfrac7{18}-\tfrac13+\tfrac16-\tfrac19=\tfrac19\approx0.111 .
\]
At \(t=2\pi\) all cosines are 1 and the Néel state returns with probability 1, because all energy differences are integers in units of \(J\).

## Conditions

For \(J<0\) the norms \(\beta_1\) and \(\beta_2\) are \(|J|\), and \(q_2\) changes sign. The energies are still \(-2J\), \(-J\), \(+J\) with the same weights, but their order is reversed. The ground level is then \(+J=-|J|\), with total spin 2 and weight \(\tfrac16\). For \(J=0\) the first residual already vanishes.

Unequal bonds can change the count of three, as the following case with alternating positive bonds shows. Let bonds 12 and 34 have strength \(J\) and bonds 23 and 41 a different strength \(J'\), both positive. The combinations \(f=(|duud\rangle+|uddu\rangle)/\sqrt2\) and \(g=(|uudd\rangle+|dduu\rangle)/\sqrt2\) now have diagonal energies \((J'-J)/2\) and \((J-J')/2\). The first residual is \(r=(Jf+J'g)/\sqrt2\), and
\[
Hr=\frac{J^2+J'^2}{2}\left(|N\rangle+|N'\rangle\right)+\frac{J'-J}{2\sqrt2}\left(Jf-J'g\right).
\]
The last term is not parallel to \(r\), so the third Lanczos vector is no longer \(|N'\rangle\) alone; it also contains a combination of \(f\) and \(g\) orthogonal to \(r\). The counting rule then gives four vectors. Put \(\sigma=(J+J')/2\), \(\delta=(J'-J)/2\neq0\) and \(e_\pm=(|N\rangle\pm|N'\rangle)/\sqrt2\), so that \(|N\rangle=(e_++e_-)/\sqrt2\). Both Néel states have diagonal energy \(-\sigma\) and the same residual \(r\), so \(He_-=-\sigma e_-\) and \(He_+=-\sigma e_++Jf+J'g\). Also \(Hf=Je_++\delta f\) and \(Hg=J'e_+-\delta g\). An eigenvector \(ae_++bf+cg\) with energy \(E\) therefore obeys \(-\sigma a+Jb+J'c=Ea\), \(Ja+\delta b=Eb\) and \(J'a-\delta c=Ec\). If \(a=0\), the first equation makes \(b\) and \(c\) both nonzero, and the other two demand \(E=\delta\) and \(E=-\delta\) at once, which is impossible. So all three eigenvectors overlap \(e_+\), and their energies are distinct, since two with equal energy could be combined to give \(a=0\). None has \(E=-\sigma\): that would give \(b=-Ja/J'\) and \(c=-J'a/J\), and the first equation \(Jb+J'c=0\) would force \(a=0\). Together with \(e_-\), the Néel state contains four distinct energies. For \(J'=J\) the last term in \(Hr\) vanishes, and the three-vector result is recovered. The numerical output that follows refers to equal bonds.

## Computed values

```
Energies in units of J, times in hbar/J
number of Lanczos vectors: 3
alpha (J): -1, 0, -1
beta squared (J^2): 1, 1
squared norm of last residual (J^2): 0
Lanczos vector 1: 1 udud
Lanczos vector 2: 1/2 uudd + 1/2 uddu + 1/2 duud + 1/2 dduu
Lanczos vector 3: 1 dudu
eigenvalue -2.000000 J, weight 0.333333, spin addition 1/3
eigenvalue -1.000000 J, weight 0.500000, spin addition 1/2
eigenvalue +1.000000 J, weight 0.166667, spin addition 1/6
full spectrum: level -2 J, degeneracy 1, Neel weight 0.333333
full spectrum: level -1 J, degeneracy 3, Neel weight 0.500000
full spectrum: level +0 J, degeneracy 7, Neel weight 0.000000
full spectrum: level +1 J, degeneracy 5, Neel weight 0.166667
moment <H^1> (J^1): -1
moment <H^2> (J^2): 2
moment <H^3> (J^3): -3
moment <H^4> (J^4): 6
lowest Ritz value, 1 vector(s): -1.000000 J
lowest Ritz value, 2 vector(s): -1.618034 J
lowest Ritz value, 3 vector(s): -2.000000 J
two vectors: last component modulus 0.525731
two vectors: residual norm 0.525731 J
two vectors: error of lowest energy 0.381966 J
Lanczos vectors from uuuu: 1
Lanczos vectors from uuud: 3
Lanczos vectors from uudd: 3
Lanczos vectors from udud: 3
return probability at t = pi: 0.111111
return probability at t = 2 pi: 1.000000
```
